# The limit shape of corner growth, derived through exclusion particles, part 2

We seek the large-time outline of a region of square cells $(i,j)$, $i,j\ge1$, changing from a corner. Once its left and lower neighbours have changed, a cell waits an independent exponential time $w(i,j)$ of rate 1, then changes. Lengths are in cells, times in mean waits; with common rate $k$, physical time $\tau$ enters as $t=k\tau$. The change time $G(m,n)$ is the largest sum of $w$ over up-right paths from $(1,1)$ to $(m,n)$. It is also the time of jump $m$ of exclusion particle $n$, which starts at site $1-n$ and jumps right at rate 1 if the target is empty.

The stationary model $G^\rho\ge G$ adds a row 0 and column 0 of independent exponential weights, with rates $1-\rho$ (bottom) and $\rho$ (left). Across a cell, its horizontal and vertical increments $(I,J)$ become $(I',J')$ by exchanging $X=\min(I,J)$ with $w$; this preserves their law. The "Lemma transform" check averages $e^{-0.4I'-0.7J'-0.5X}$ at axis rates 0.7, 0.3; the failing case uses 0.5, 0.3. The $30\times20$ check has $\rho=0.3$. Results:

$$E\,G^\rho(m,n)=\frac{m}{1-\rho}+\frac n\rho$$

$$\mathrm{Var}\,G^\rho(m,n)\le \frac{2m}{(1-\rho)^2}+\frac{2n}{\rho^2}$$

Minimising the mean at $\rho=\sqrt n/(\sqrt m+\sqrt n)$ gives $E\,G(m,n)\le\gamma(m,n)$, where

$$\gamma(x,y)=(\sqrt x+\sqrt y)^2.$$

For any $\varepsilon>0$, $P\big(G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)>N[\gamma(x,y)+\varepsilon]\big)\to0$ as $N\to\infty$.

For the matching lower bound, fix $a,b>0$, $\rho=\sqrt b/(\sqrt a+\sqrt b)$, $p=\lfloor Na\rfloor$, $q=\lfloor Nb\rfloor$. Then $1/(1-\rho)=1+\sqrt{b/a}$, $1/\rho=1+\sqrt{a/b}$, and $G^\rho(2p,q)/N$ tends in probability to

$$V=\frac{2a}{1-\rho}+\frac b\rho=2a+b+3\sqrt{ab}.$$

Leaving the bottom axis at column $k\approx Ns$ gives at best $S_k+B_k$: the first $k$ bottom weights plus the best interior sum from $(k,1)$ to $(2p,q)$. Per $N$ this is at most about

$$H(s)=\frac{s}{1-\rho}+\gamma(2a-s,b).$$

With $u=2a-s$,

$$V-H=\sqrt{\frac ba}\,\big(\sqrt u-\sqrt a\big)^2 ,$$

which vanishes only at $s=a$. But a path could use the left axis instead.

**A.** Leaving the left axis at height $Ns$ gives at most about $N$ times $s/\rho+\gamma(2a,b-s)$. With $v=b-s$ this function is

$$(b-v)\left(1+\sqrt{\frac ab}\right)+2a+v+2\sqrt{2av}=2a+b+\sqrt{ab}-v\sqrt{\frac ab}+2\sqrt{2av},$$

and its distance below $V$ is

$$2\sqrt{ab}+v\sqrt{\frac ab}-2\sqrt{2av}=\sqrt{\frac ab}\,\big(\sqrt{2b}-\sqrt v\big)^2 .$$

Since $v\le b$, this is at least $\sqrt{ab}\,(\sqrt2-1)^2>0$. The left axis loses for every exit height.

**Q.** You used "about" for each exit point separately. The number of exit points grows with $N$, and a rare fluctuation at one of them could spoil the argument.

**A.** Monotonicity reduces the problem to a fixed number of points. Choose a small $\delta$ with $0<\delta<a$. By the two squares above there is a $c>0$, which I also take no larger than $\delta$, such that every exit with $|s-a|\ge\delta$, and every exit from the left axis, has a limiting deficit of at least $3c$.

Divide the range of $s$ into a fixed number of intervals of width at most $\eta$, with $a-\delta$ and $a+\delta$ among the division points. Let $k_r\approx Ns_r$ be the corresponding columns. For $k_r\le k\le k_{r+1}$,

$$S_k+B_k\le S_{k_{r+1}}+B_{k_r}.$$

The first sum grows with $k$ because the weights are positive. The second falls with $k$, because a path starting at $(k,1)$ can be extended back to $(k_r,1)$ at a gain. The right side involves finitely many random variables. With probability tending to 1 they all obey

$$S_{k_{r+1}}+B_{k_r}\le N\left[H(s_r)+\frac{\eta}{1-\rho}+2\eta\right].$$

Take $\eta$ small enough for the last two terms to add up to less than $c$. Then every exit from the bottom axis outside the window $|s-a|<\delta$ gives at most $N(V-2c)$. The left axis is treated in the same way, with $1/\rho$ in place of $1/(1-\rho)$. But $G^\rho(2p,q)\ge N(V-c)$ with probability tending to 1. So the best path leaves the bottom axis inside the window.

**Q.** And that forces the interior part to be heavy?

**A.** Yes. Let $k_-$ and $k_+$ be the columns at the ends of the window. By the same monotonicity,

$$N(V-c)\le S_{k_+}+B_{k_-}.$$

With probability tending to 1, $S_{k_+}\le N[(a+\delta)/(1-\rho)+c]$. Therefore

$$B_{k_-}\ge N\left[V-\frac{a}{1-\rho}-\frac{\delta}{1-\rho}-2c\right].$$

Here

$$V-\frac a{1-\rho}=\frac a{1-\rho}+\frac b\rho=a+b+2\sqrt{ab}=\gamma(a,b).$$

The interior rectangle of $B_{k_-}$ has about $N(a+\delta)$ columns and $q$ rows. For a target $(x,y)$ choose $a=x-2\delta$ and $b=y$. For large $N$ that rectangle then fits inside the one belonging to $G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)$, and a larger rectangle cannot have a smaller maximum. So, with probability tending to 1,

$$\frac{G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)}N\ge\gamma(x-2\delta,y)-\frac{\delta}{1-\rho}-2\delta .$$

As $\delta\to0$, $1/(1-\rho)$ stays bounded and the right side tends to $\gamma(x,y)$. Together with the upper bound,

$$\frac{G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)}{N}\ \longrightarrow\ (\sqrt x+\sqrt y)^2\quad\text{in probability}.$$

The means converge as well. Put $Z=G/N$. Since $0\le G\le G^\rho$, the average of $(Z-\gamma)^2$ stays bounded, and the Cauchy–Schwarz inequality gives

$$E|Z-\gamma|\le\varepsilon+\sqrt{E(Z-\gamma)^2}\,\sqrt{P(|Z-\gamma|>\varepsilon)} .$$

The last factor vanishes for large $N$, and $\varepsilon$ is arbitrary.

**Q.** Can the preferred exit point be seen in a simulation?

**A.** For $a=b=1$ and $N=1500$, averaged over 24 runs, the best exit from the bottom axis is at $0.997N$, where the limit is $N$. Single runs still scatter by about $0.2N$ at this size, so this average is uncertain by about $0.04N$ and its closeness to $N$ is partly luck. The best total through the bottom axis is $5.999N$, with $V=6$. Through the left axis it is $5.798N$, near the limiting value $5.828N$ and clearly below the other branch.

**Q.** So what is the outline of the changed region?

**A.** A cell has changed by time $Nt$ if $G\le Nt$. After dividing lengths by $N$, the edge is where $\gamma(x,y)=t$:

$$\boxed{\sqrt x+\sqrt y=\sqrt t}$$

The whole outline converges, since $G$ increases in both directions. A finite grid of points just inside and just outside the curve therefore confines it. Where the outer grid touches an axis, row 1 or column 1 is used. There $G$ is a plain sum of independent weights, which grows as $Nx$ or $Ny$, in agreement with $\gamma(x,0)=x$ and $\gamma(0,y)=y$.

Along each axis the region reaches $t$. On the diagonal $2\sqrt x=\sqrt t$, so $x=y=t/4$. The area is

$$\int_0^t(\sqrt t-\sqrt x)^2dx=t^2-\frac43t^2+\frac12t^2=\frac{t^2}6 .$$

**Q.** What do the particles do meanwhile?

**A.** Let $\xi=x-y$ be the scaled position on the line. Particle $n$ after $m$ jumps is at $m-n+1$, so the edge point with $x-y=\xi$ has a height $y$ equal to the scaled number of particles beyond $\xi$. From $\sqrt x=\sqrt t-\sqrt y$ we get $x=t-2\sqrt{ty}+y$, hence

$$\xi=t-2\sqrt{ty},\qquad y=\frac{(t-\xi)^2}{4t},\qquad |\xi|\le t .$$

The density, averaged over intervals that are a fixed fraction of the system, and the current are

$$-\frac{\partial y}{\partial\xi}=\frac12\left(1-\frac\xi t\right),\qquad
\frac{\partial y}{\partial t}=\frac14\left(1-\frac{\xi^2}{t^2}\right).$$

The current equals density times one minus density. This is the probability that a site is full and the next one empty when neighbouring sites are occupied independently. The density also equals $\sqrt{y/t}=\sqrt y/(\sqrt x+\sqrt y)$, which is the $\rho$ that optimised the upper bound. That parameter is thus the local particle density.

At $t=200$ simulated particles have densities 0.737, 0.490 and 0.272 around $\xi/t=-0.5$, 0 and 0.5, where the limit gives 0.75, 0.5 and 0.25. On average 53.9 particles have crossed the origin. The diagonal reach from cell simulations is 53.7, which agrees within the sampling error.

**Q.** But $t/4$ is 50. Your curve is wrong by more than seven per cent.

**A.** It is a limit, and finite regions run ahead of it. The direction is what the inequality $E\,G\le\gamma$ suggests: on average, cells change no later than the limit formula says. Relative to $t^2/6$, the simulated area is 10.0 % too large at $t=500$ (20 runs) and 2.6 % at $t=4000$ (3 runs). With so few runs these means are uncertain by roughly 0.5 and 0.3 percentage points, so read them as 9 to 10 % and 2 to 3 %. The diagonal excess, relative to $t/4$, falls from about 4 % to about 1 %. The area excess thus shrinks by a factor of roughly 4 for an eightfold time. This is compatible with a power $t^{-2/3}$, which gives 4, but two noisy sizes do not establish a power law.

**Q.** Would any random waiting time with mean 1 give the same curve?

**A.** No. If every wait equals 1 without randomness, the recursion gives $G(m,n)=m+n-1$ and the edge is the straight line $x+y=t$. A random example follows in the same way: waits uniform between 0.5 and 1.5 have mean 1, but a path to $(n,n)$ has $2n-1$ cells, so $G(n,n)<3n$, below the $4n$ of the exponential law. The proof above used the exponential law when it exchanged $X$ with $w$.

**Q.** Give me a case in physical units.

**A.** Consider etching one atomic layer from the convex corner of a terrace on a model square lattice. An atom becomes removable when its left and lower neighbours are gone. Its right and upper neighbours are still there, because they cannot leave before it. Each removable atom thus has two lateral neighbours, as at a kink in a step, and a common rate is reasonable.

I choose a spacing of 4.0 Å, a temperature of 300 K, an attempt prefactor of $10^{13}\ \mathrm{s^{-1}}$, a kink barrier of 0.70 eV and an etching time of 60 s. The thermal energy is 0.02585 eV, so

$$k=10^{13}\,e^{-0.70/0.02585}\ \mathrm{s^{-1}}=17.4\ \mathrm{s^{-1}},\qquad t=17.4\times60\approx1044 .$$

The reach along each edge is $1044\times4.0$ Å $=4176$ Å, or about 418 nm. The edge crosses the diagonal at a distance $\sqrt2\,(t/4)\times4.0$ Å $=1476$ Å from the original corner, or about 148 nm. The limit shape contains $t^2/6\approx1.82\times10^5$ atoms, an area of $2.9\times10^6$ Å$^2$, or $2.9\times10^4$ nm$^2$. Simulation at this $t$, averaged over 20 runs, adds 5 to 6 % to the area and 2 to 3 % to the diagonal reach; each mean is uncertain by a few tenths of a percentage point. From run to run the diagonal reach varies by a few cells.

**Q.** You forbid atoms to leave a straight edge. Why should they obey?

**A.** They need not. Suppose that removal from a straight edge costs an extra energy $\Delta$, so that its rate is $\epsilon=e^{-\Delta/k_BT}$ relative to a kink, with the same prefactor. Such an event opens a notch whose ends are kinks. One end moves towards the advancing corner front at unit speed, and the front moves towards it at unit speed. A notch born at time $s$ joins the front before $t$ if it starts within about $2(t-s)$ sites of it. The expected number on two edges, as long as notches are rare, is

$$2\epsilon\int_0^t2(t-s)\,ds=2\epsilon t^2 .$$

For $\Delta=0.45$ eV this is 0.06. Flat pieces of the front itself can open too. At time $s$ the front has about $2s$ unit sides, so they add at most about $\epsilon\int_0^t2s\,ds=\epsilon t^2$ events, here 0.03. The outline is usually undisturbed. For $\Delta=0.20$ eV, with everything else held fixed, the number on the two edges is about 950. That is not a prediction, since the notches are no longer rare; it says that the ends of the outline are no longer set by the corner alone. A given site of a straight edge is reached by a notch after a time of order $1/\sqrt\epsilon\approx48$, so by $t\approx1044$ each edge has itself receded by some tens of rows, of order 10 nm. The reach along the original edge then has no meaning, while the middle of the outline, which lies much deeper than that, can change far less. With this weaker selectivity $2\epsilon t^2$ reaches 1 at $t\approx34$, after about 2 s and a reach of some 14 nm.

**Q.** What else could move the numbers?

**A.** Removed atoms may return. For a driving force of 0.25 eV per atom, detailed balance makes the reverse rate $r=e^{-0.25/0.02585}$ times the forward one. In the particle picture, take a ring on which all arrangements are equally likely. Each arrangement has as many particle–hole pairs as hole–particle pairs, so the total rates into and out of it are equal and the distribution is stationary. The net current is then multiplied by $1-r$. If the growing system is locally in such a state, the loss is 0.006 %.

Temperature matters more. One kelvin of warming raises $k$ by 9.4 %, and with it the edge reach; the limiting area, proportional to $k^2$, rises by about 20 %.

**Q.** Is this silicon in an etching bath?

**A.** No. The spacing and temperature are of the order met in wet etching of silicon, but the barrier and prefactor are chosen, not measured, and the square layer does not represent silicon's real steps, which come in inequivalent kinds with their own rates. The extra 0.45 eV at straight edges is a choice that favours the model, not a known silicon value. It is the assumption I would distrust first: at 0.20 eV the 418 nm reach loses its meaning after about 14 nm. The curve can serve as an estimate for a single layer if the edges start straight and free of kinks, no atoms leave from inside the terrace, kinks share one rate, notches are rare, redeposition is weak, and temperature and reagent supply are uniform over the corner. The first condition is demanding: a slightly misaligned edge already carries kinks, and one that moves towards the corner can join the front just as a notch does if it starts within about $2t$ sites of the corner. The numerical output below lists the values used here.

## Computed values

```
4x4 mean time, exclusion chain: 9.7723 waits
4x4 mean time, path sampling: 9.7763 waits
8x8 exact mean time: 23.7349 waits
8x8 upper bound: 32.0000 waits
Lemma transform, quadrature: 0.127273
Lemma transform, product law: 0.127273
Rates not summing to 1, quadrature: 0.115995
Rates not summing to 1, product: 0.111111
Stationary 30x20 mean, sampled: 109.634 waits
Stationary 30x20 mean, formula: 109.524 waits
Top-side variance, sampled: 61.44 waits^2
Top-side variance, formula: 61.22 waits^2
Exit point / N (limit 1): 0.997
Horizontal branch / N (limit 6): 5.999
Vertical branch / N: 5.798
Vertical branch / N, limit: 5.828
t=500: area / limit: 1.1001
t=500: diagonal reach / limit: 1.0356
t=500: row t/16 reach / limit: 1.0684
t=4000: area / limit: 1.0264
t=4000: diagonal reach / limit: 1.0097
t=4000: row t/16 reach / limit: 1.0147
t=200 origin crossings, particles: 53.93
t=200 diagonal reach, cells: 53.65
Density at xi/t=-0.5: 0.737
Density at xi/t=+0.0: 0.490
Density at xi/t=+0.5: 0.272
Notch count / (edge rate t^2), sampled: 1.0035
Lattice spacing: 4.0 angstrom
Temperature: 300 K
Attempt prefactor: 1.0e+13 1/s
Kink barrier: 0.70 eV
Etching time: 60 s
Thermal energy: 0.02585 eV
Kink removal rate: 17.399 1/s
Scaled time t: 1043.9 waits
Reach along each edge: 4176 angstrom = 417.6 nm
Diagonal distance: 1476 angstrom = 147.6 nm
Atoms removed, limit shape: 181629
Area removed: 2.906e+06 angstrom^2 = 2.906e+04 nm^2
Finite-time area excess: 5.19 %
Finite-time diagonal excess: 2.80 %
Run-to-run diagonal spread: 2.27 cells
Edge/kink rate at +0.45 eV: 2.756e-08
Notches, both edges, +0.45 eV: 0.0601
Edge/kink rate at +0.20 eV: 4.367e-04
Notches, both edges, +0.20 eV: 952
Driving force: 0.25 eV
Current lost to redeposition: 0.0063 %
Rate change for +1 K: 9.41 %
```
